\section*{Growth velocity of the one-dimensional polynuclear growth model}

\section{Stationary growth on a ring}

\subsection{Result and model}

A one-dimensional crystal surface grows by nucleation of islands one layer high, at rate $G$ per unit length and unit time, and by lateral motion of the island edges at speed $c$. If it starts flat and is infinitely long, its mean height $\mathbb E\,h(0,t)$, counted in layers, satisfies
\begin{equation}
\lim_{t\to\infty}\frac{\mathbb E\,h(0,t)}{t}=v,\qquad v=\sqrt{2Gc}.
\label{eq:result}
\end{equation}
The derivation has two parts. This half finds the stationary state on a ring of finite length $L$, where the velocity has a closed form. The second half shows that a flat infinite film has the same velocity in the limit of long times.

The height $h(x,t)$ is an integer at each position $x$. Nuclei form a Poisson process in space and time: the expected number in a small area $dx\,dt$ is $G\,dx\,dt$, independently of all other areas and of the surface shape. A nucleus at $z$ raises $h(z)$ by one at that single point. The point then widens into an island whose left edge moves left and whose right edge moves right, both at speed $c$.

Read from left to right, the left edge is an up-step and the right edge is a down-step. Thus up-steps move left and down-steps move right. A down-step and an up-step that approach each other bound a valley one layer deep. When they meet, the valley is filled and both steps disappear. Steps of the same kind move in parallel and never meet. At a step, $h$ takes the upper of its two neighbouring values.

There is no evaporation, and nucleation is equally likely on every terrace, including the top of a fresh island. The rates $G$ and $c$ are given constants; the diffusion of adatoms that would determine them is not part of the model.

Dimensional analysis fixes the form of the answer but not its factor. The units of $G$ are $1/(\text{length}\times\text{time})$ and those of $c$ are length/time, so the one combination with the unit of a rate is $\sqrt{Gc}$. The factor $\sqrt2$ has to come from the dynamics.

\subsection{From step number to growth rate}

Let the surface be periodic, $h(x+L,t)=h(x,t)$. Going once round the ring must return to the same height, so there are equally many up-steps and down-steps. Call this common number $n$.

In a time $dt$ each step advances over a length $c\,dt$ and covers it with one new layer. The $2n$ steps together add an area $2nc\,dt$, in units of length times layers. A nucleus has zero width when it appears, and a valley has zero width when it closes, so neither event changes the area by a jump. The mean height over the ring,
\begin{equation}
M(t)=\frac1L\int_0^L h(x,t)\,dx,
\end{equation}
therefore obeys
\begin{equation}
\frac{dM}{dt}=\frac{2cn}{L}.
\label{eq:area}
\end{equation}
The growth rate is known once the mean of $n$ is known.

\subsection{The stationary law of the steps}

Let $x_1,\dots,x_n$ be the positions of the up-steps and $y_1,\dots,y_n$ those of the down-steps. Their joint density is $p_n(x;y)$, symmetric under exchange of steps of the same kind. Since each physical arrangement appears $(n!)^2$ times in the integral over labelled positions, the normalization is
\begin{equation}
\sum_{n=0}^{\infty}\frac{1}{(n!)^2}\int_{[0,L]^{2n}} p_n(x;y)\,d^nx\,d^ny=1 .
\label{eq:norm}
\end{equation}

For one up-step at $x$ and one down-step at $y$, define the gap
\begin{equation}
r=(x-y)\bmod L ,
\end{equation}
the distance from the down-step rightwards to the up-step. The up-step has velocity $-c$ and the down-step $+c$, so $dr/dt=-2c$. The pair annihilates when $r$ reaches $0$. A newborn pair has the up-step immediately to the left of the down-step, so it starts at $r=L$. Nucleation feeds one end of the interval $0<r<L$, and annihilation drains the other.

Away from these ends, the density changes for three reasons:
\begin{align}
\frac{\partial p_n}{\partial t}
={}&c\sum_{i=1}^n\frac{\partial p_n}{\partial x_i}
-c\sum_{j=1}^n\frac{\partial p_n}{\partial y_j}
-GL\,p_n \nonumber\\
&+2c\int_0^L p_{n+1}(x,z;\,y,z)\big|_{r=0^+}\,dz .
\label{eq:master}
\end{align}
The first two terms are transport. A variable with velocity $u$ contributes $-u\,\partial p/\partial x$, which gives $+c$ for up-steps and $-c$ for down-steps. The third term is loss, since any nucleus on the ring takes the system from $n$ to $n+1$ pairs. The last term is gain from states with one more pair, which is just meeting at $z$. Its flux is the relative speed $2c$ times the density. The colliding pair can be chosen in $(n+1)^2$ ways, which turns the factor $1/((n+1)!)^2$ of \eqref{eq:norm} into $1/(n!)^2$, so no further factor appears.

The end $r=L$ needs a separate condition. During $dt$, nuclei in $dz$ carry a probability density $G\,p_n\,dz\,dt$ into states with a new pair. These states fill a gap range of width $2c\,dt$ next to $r=L$. Hence
\begin{equation}
2c\,p_{n+1}(x,z;\,y,z)\big|_{r=L^-}=G\,p_n(x;y).
\label{eq:boundary}
\end{equation}

Try a density that does not depend on the positions,
\begin{equation}
p_n=\frac{\rho^{2n}}{Z}.
\label{eq:product}
\end{equation}
The transport terms vanish. The remaining terms of \eqref{eq:master} sum to zero if
\begin{equation}
-GL\,\rho^{2n}+2cL\,\rho^{2n+2}=0,
\end{equation}
and \eqref{eq:boundary} requires $2c\,\rho^{2n+2}=G\rho^{2n}$. Both are the single condition
\begin{equation}
2c\rho^2=G,\qquad \rho=\sqrt{\frac{G}{2c}} .
\label{eq:rho}
\end{equation}
The density \eqref{eq:product} is therefore stationary for every $L$. Given $n$, all $2n$ positions are independent and uniform on the ring. The steps are correlated through their equal numbers and in no other way.

This stationary law is also the long-time law from any start. If no nucleus appears during a time $L/(2c)$, every gap has time to shrink to zero and the ring becomes flat. The probability of such a pause is
\begin{equation}
\exp\!\left(-GL\,\frac{L}{2c}\right)=\exp(-\rho^2L^2)>0 .
\end{equation}
The ring thus becomes flat again and again, with finite mean waiting time, and its step pattern starts afresh each time. Long time averages over these independent stretches converge to the averages of the unique stationary law.

\subsection{Number of steps and velocity}

Integrating \eqref{eq:product} over all positions gives the probability of $n$ pairs,
\begin{equation}
P(n)=\frac{(\rho L)^{2n}}{(n!)^2 Z},\qquad
Z=\sum_{n=0}^\infty\frac{(\lambda/2)^{2n}}{(n!)^2}=I_0(\lambda),
\qquad \lambda=2\rho L ,
\label{eq:Pn}
\end{equation}
where $I_0$ is the modified Bessel function defined by this series. Its derivative is
\begin{equation}
I_0'(\lambda)=\sum_{n=1}^\infty\frac{n(\lambda/2)^{2n-1}}{(n!)^2}
=\sum_{n=1}^\infty\frac{(\lambda/2)^{2n-1}}{n!\,(n-1)!}=I_1(\lambda).
\end{equation}
Multiplying the first sum by $\lambda/2$ puts a factor $n$ in front of each term of $Z$, so
\begin{equation}
\langle n\rangle=\frac{\lambda}{2}\,\frac{I_1(\lambda)}{I_0(\lambda)}
=\rho L\,R(\lambda),\qquad R(\lambda)=\frac{I_1(\lambda)}{I_0(\lambda)} .
\label{eq:nmean}
\end{equation}
With \eqref{eq:area}, the stationary velocity on the ring is
\begin{equation}
v_L=\frac{2c\langle n\rangle}{L}=2c\rho\,R(\lambda)
=\sqrt{2Gc}\;\frac{I_1(2\rho L)}{I_0(2\rho L)} ,
\label{eq:vL}
\end{equation}
because $2c\rho=2c\sqrt{G/(2c)}=\sqrt{2Gc}=v$.

The limits follow from an integral form of $I_0$. Expand the exponential in
\begin{equation}
\frac1\pi\int_0^\pi e^{\lambda\cos\theta}\,d\theta .
\end{equation}
Odd powers of the cosine average to zero, and $\cos^{2n}\theta$ averages to $(2n)!/(4^n(n!)^2)$. Division by $(2n)!$ from the exponential series leaves the series for $I_0(\lambda)$. Differentiating the logarithm of this integral gives
\begin{equation}
R(\lambda)=\frac{\int_0^\pi \cos\theta\,e^{\lambda\cos\theta}\,d\theta}
{\int_0^\pi e^{\lambda\cos\theta}\,d\theta}<1 .
\label{eq:R}
\end{equation}
For large $\lambda$ the weight concentrates at $\theta=0$, where it is proportional to $e^{-\lambda\theta^2/2}$. Then $\langle\theta^2\rangle\simeq1/\lambda$ and $R\simeq1-\langle\theta^2\rangle/2\simeq1-1/(2\lambda)$. For small $\lambda$ the series give $R\simeq\lambda/2$. Therefore
\begin{equation}
v_L\simeq
\begin{cases}
GL, & \rho L\ll1,\\[2pt]
v\left(1-\dfrac{1}{4\rho L}\right), & \rho L\gg1 .
\end{cases}
\label{eq:limits}
\end{equation}
On a small ring each nucleus usually completes a layer before the next one forms, so the layer rate is the total nucleation rate $GL$ and $c$ drops out. On a large ring many islands grow at once, and coalescence limits the number of steps.

\subsection{Relation to the rate equation}

A rate equation for the densities would equate the nucleation rate $G$ with an annihilation rate $2c$ times the product of the two step densities. The stationary law shows when this is justified. From \eqref{eq:Pn},
\begin{equation}
\langle n^2\rangle=\frac1Z\sum_{n=1}^\infty\frac{(\rho L)^{2n}}{((n-1)!)^2}
=(\rho L)^2 .
\end{equation}
The true annihilation rate per length is $2c\langle n^2\rangle/L^2=2c\rho^2=G$, as it must be. The rate equation replaces $\langle n^2\rangle$ by $\langle n\rangle^2=(\rho L)^2R^2$. On a finite ring this is too small, but $R\to1$ as $L\to\infty$, and there the rate equation gives the correct stationary density $\rho$ for each kind of step.

\subsection{Numerical example}

Take the round parameters $G=0.02\ \mathrm{nm^{-1}s^{-1}}$ and $c=4\ \mathrm{nm/s}$. Then
\begin{align}
\rho&=\sqrt{\frac{0.02}{2\times4}}\ \mathrm{nm^{-1}}=0.05\ \mathrm{nm^{-1}},\\
v&=\sqrt{2\times0.02\times4}\ \mathrm{s^{-1}}=0.40\ \text{layers/s}=24\ \text{layers/min}.
\end{align}
On a large ring the mean spacing of all steps, up and down together, is $1/(2\rho)=10$ nm.

For $L=40$ nm one has $\rho L=2$ and $\lambda=4$. Equation \eqref{eq:nmean} gives $\langle n\rangle=1.727$, and
\begin{equation}
v_L=\frac{2\times4\times1.727}{40}\ \mathrm{s^{-1}}=0.345\ \text{layers/s},
\end{equation}
which is 14 per cent below $v$.

The same quantities can be obtained by following the steps themselves. An event-driven simulation draws the nuclei from the Poisson process and keeps a list of living steps. When a step is born, its meeting time with each living step of the other kind is the present time plus $r/(2c)$; for the two steps of one nucleus the gap is $r=L$. The meeting times are kept in a priority queue, and an entry is discarded if one of its steps has already gone. Between events $n$ is constant, so \eqref{eq:area} is integrated without a time-step error. Runs from a flat start, each with an expected 60\,000 nuclei, gave these velocities in layers per second:
\begin{center}
\begin{tabular}{rcc}
$L$ (nm) & simulation & equation \eqref{eq:vL}\\
10 & 0.178 & 0.179\\
40 & 0.345 & 0.345\\
200 & 0.392 & 0.390
\end{tabular}
\end{center}

At $L=40$ nm the ring was flat for 8.9 per cent of the simulated time, and \eqref{eq:Pn} gives $P(0)=0.0885$. The positions can be probed through the height difference $D$ between two opposite points. Given $n$, each of the $2n$ steps lies in a chosen half ring with probability $1/2$ and then contributes $\pm1$ to $D$. The mean of $D$ is zero, and each step adds a variance $1/4$, so
\begin{equation}
\langle D^2\rangle=\frac{2\langle n\rangle}{4}=\frac{\langle n\rangle}{2}=0.864 .
\end{equation}
The simulated value, sampled just before each nucleation, was 0.863.

\section{From the ring to the infinite flat film}

\subsection{Symbols and results carried over}

Nuclei appear at rate $G$ per length and time; up-steps move left and down-steps move right at speed $c$, and they annihilate when they meet. With
\begin{equation}
\rho=\sqrt{\frac{G}{2c}},\qquad v=2c\rho=\sqrt{2Gc},
\end{equation}
a ring of length $L$ has a stationary state with $n$ up-steps and $n$ down-steps. Given $n$, their positions are independent and uniform. The mean number of pairs and the stationary velocity are
\begin{equation}
\langle n\rangle=\rho L\,R(2\rho L),\qquad v_L=v\,R(2\rho L),\qquad
R=\frac{I_1}{I_0}<1,
\label{eq:carried}
\end{equation}
with modified Bessel functions $I_0$, $I_1$, and $R(\lambda)\to1$ as $\lambda\to\infty$.

A flat film is not in this stationary state, since it begins without steps. It remains to show that the difference in height caused by the two starts grows more slowly than $t$.

\subsection{The growth rule preserves order}

Between nucleations, the motion of the steps during a time $s$ can be written as
\begin{equation}
h(x,t+s)=\max_{|y-x|\le cs}h(y,t).
\label{eq:max}
\end{equation}
At an up-step the higher terrace lies on the right, and the maximum shifts the edge left by $cs$. At a down-step it shifts the edge right by $cs$. A valley of width $r$ keeps its floor while $2cs<r$ and is filled when $2cs=r$, which is the annihilation rule. Two successive applications of \eqref{eq:max}, with times $s$ and $s'$, equal one application with $s+s'$, so the formula also holds across annihilations.

A nucleus at $z$ acts as $h(z)\to h(z)+1$. Both operations have two properties. First, if $h\le g$ everywhere before the operation, then $h\le g$ everywhere after it: a maximum cannot decrease when its entries increase, and a nucleus adds the same amount to both surfaces at the same point. Second, adding a constant integer $K$ to the surface before the operation has the same effect as adding it afterwards.

Now let two surfaces on a ring receive the same nuclei. One starts flat, $h_{\rm f}(x,0)=0$, and the other starts from $h_0(x)$. Put $K=\max_x|h_0(x)|$, so that $-K\le h_0\le K$. There are finitely many nuclei up to time $t$, and applying the two properties through all of them gives
\begin{equation}
h_{\rm f}(x,t)-K\le h(x,t)\le h_{\rm f}(x,t)+K .
\label{eq:sandwich}
\end{equation}
The influence of the start never exceeds its initial size.

\subsection{How rough the stationary start is}

Choose the steps of $h_0$ from the stationary law and set $h_0(0)=0$. Since the positions are independent and uniform, the sequence of up-steps and down-steps met on going round the ring is a random closed walk. All $\binom{2n}{n}$ orderings of $n$ up-steps and $n$ down-steps are equally likely.

The number of such walks that reach a height $k\ge1$ follows by reflection. Take a walk that reaches $k$, and reverse every step after its first visit to $k$. It had to descend from $k$ to $0$; it now ascends from $k$ to $2k$. Conversely, each walk of $2n$ steps ending at $2k$ must pass through $k$, and the same reversal turns it into a closed walk. A walk ending at $2k$ has $n+k$ up-steps, so
\begin{equation}
\Pr(\max h_0\ge k\,|\,n)=\binom{2n}{n+k}\bigg/\binom{2n}{n}.
\end{equation}
The mean of a non-negative integer variable is the sum of these probabilities over $k\ge1$. The binomial coefficients $\binom{2n}{n+k}$ with $-n\le k\le n$ sum to $4^n$ and are symmetric in $k$. Hence
\begin{equation}
\mathbb E(\max h_0\,|\,n)=\frac12\left[\frac{4^n}{\binom{2n}{n}}-1\right].
\label{eq:walkmax}
\end{equation}

By symmetry, $\max(-h_0)$ has the same mean. Both maxima are non-negative because $h_0(0)=0$, so $\max|h_0|$ is at most their sum:
\begin{equation}
\mathbb E(\max|h_0|\,|\,n)\le\frac{4^n}{\binom{2n}{n}}-1 .
\end{equation}
To bound the right-hand side, let $a_n=\sqrt n\,\binom{2n}{n}/4^n$ for $n\ge1$. Then $a_1=1/2$, and
\begin{equation}
\left(\frac{a_{n+1}}{a_n}\right)^2
=\frac{n+1}{n}\left(\frac{2n+1}{2n+2}\right)^2
=\frac{4n^2+4n+1}{4n^2+4n}>1 .
\end{equation}
So $a_n\ge1/2$, which means $4^n/\binom{2n}{n}\le2\sqrt n$. The conditional mean is at most $2\sqrt n$, and this also holds for $n=0$, where the surface is flat. Averaging over $n$, with $\langle\sqrt n\rangle\le\sqrt{\langle n\rangle}$ and $R<1$ in \eqref{eq:carried}, gives
\begin{equation}
\mathbb E\max|h_0|\le2\sqrt{\langle n\rangle}\le2\sqrt{\rho L}.
\label{eq:rough}
\end{equation}

\subsection{The limit}

For the stationary start, the mean rise of the spatially averaged height in time $t$ is $v_Lt$. The rise $h(x,t)-h_0(x)$ depends on the steps and the nuclei, not on the additive constant in $h_0$, and both have laws unchanged by translation. Its mean is therefore the same at every $x$ and equals $v_Lt$. At $x=0$, where $h_0=0$, this gives $\mathbb E\,h(0,t)=v_Lt$. Taking means in \eqref{eq:sandwich} and using \eqref{eq:rough},
\begin{equation}
\left|\mathbb E\,h_{\rm f}(0,t)-v_Lt\right|\le2\sqrt{\rho L}.
\label{eq:ringbound}
\end{equation}

The last step replaces the ring by the infinite line. By \eqref{eq:max}, the height at $(0,t)$ is affected by a nucleus at $(x',t')$ only if
\begin{equation}
|x'|\le c(t-t').
\end{equation}
This region is the backward cone of $(0,t)$. Its base at time zero has length $2ct$. On a ring with $L=2ct$ the cone fits without overlapping itself, apart from the two end points of its base, where a nucleus has probability zero. The nuclei inside it have the same law as on the line, so $h_{\rm f}(0,t)$ has the same law in both cases.

With this choice, $\rho L=2c\rho t=vt$ and $2\rho L=2vt$. Equation \eqref{eq:ringbound} becomes a bound for the infinite film,
\begin{equation}
\left|\mathbb E\,h_{\rm f}(0,t)-vt\,R(2vt)\right|\le2\sqrt{vt}.
\label{eq:linebound}
\end{equation}
Division by $t$ leaves $2\sqrt{v/t}$ on the right, which tends to zero, while $R(2vt)\to1$. This proves $\mathbb E\,h_{\rm f}(0,t)/t\to\sqrt{2Gc}$.

The mean over realizations is also the mean over a large film. Two points farther apart than $2ct$ have disjoint backward cones, so their heights are independent. Let $\sigma^2$ be the variance of the height at one point. It is finite, since the height cannot exceed the number of nuclei in the cone. For a spatial average over a length $W$, each point is correlated with at most a length $4ct$ of others, and
\begin{equation}
\operatorname{Var}\left[\frac1W\int_0^Wh_{\rm f}(x,t)\,dx\right]
\le\frac{4ct}{W}\,\sigma^2\longrightarrow0
\end{equation}
as $W\to\infty$ at fixed $t$.

\subsection{Early growth}

The backward cone has area $ct^2$, so the number $N$ of nuclei in it has mean $Gct^2$. The height is at least one if $N\ge1$, and it is at most $N$. Thus
\begin{equation}
1-e^{-Gct^2}\le\mathbb E\,h_{\rm f}(0,t)\le Gct^2 ,
\end{equation}
and $\mathbb E\,h_{\rm f}\simeq Gct^2$ when $Gct^2\ll1$. The film starts slowly because it has to create its steps first. The early rate $2Gct=v^2t$, if extrapolated, would reach $v$ at $t=1/v$, the time of one layer at the final velocity. This is the time scale of the first rise. The remaining approach to $v$ is slower, as the example below shows.

\subsection{Computing the height by longest chains}

Call a sequence of nuclei a chain if each lies in the forward cone of the one before, that is, if $|x_j-x_i|\le c(t_j-t_i)$ for successive nuclei $i$ and $j$. From a flat start, $h_{\rm f}(x,t)$ is the length $H(x,t)$ of the longest chain in the backward cone of $(x,t)$.

To see this, compare how the two functions evolve. Both are zero at $t=0$. If no nucleus appears between $t$ and $t+s$, the last member of a longest chain for $(x,t+s)$ lies in the backward cone of some $(y,t)$ with $|y-x|\le cs$, and so does the rest of the chain. Hence $H$ obeys \eqref{eq:max}. A nucleus at $(z,t)$ can be appended to every chain in its backward cone, which raises $H(z,t)$ by one and leaves other points unchanged at that instant. The start and the rules agree, so $H=h_{\rm f}$.

In the coordinates $p=ct'+x'$ and $q=ct'-x'$, the condition for a chain is that neither $p$ nor $q$ decreases. Sorting the nuclei by $p$ reduces the problem to a longest increasing subsequence in $q$:
\begin{enumerate}
\item Draw $N$ from a Poisson distribution with mean $Gct^2$.
\item For each nucleus draw the age $s=t-t'=t\sqrt U$, with $U$ uniform in $(0,1)$, since the cone's width grows in proportion to $s$. Draw $x'$ uniformly between $-cs$ and $cs$.
\item Sort by $p$. Keep a list whose $k$th entry is the smallest final $q$ of any chain of length $k$ found so far.
\item For each new $q$, find by binary search the first entry not smaller than $q$ and replace it. If there is none, append $q$.
\end{enumerate}
The final length of the list is the height. The cost grows as $N\log N$, and no surface profile has to be stored.

\subsection{Approach to the limit in the example}

For $G=0.02\ \mathrm{nm^{-1}s^{-1}}$ and $c=4$ nm/s, where $v=0.40$ layers/s, this method gave the following mean heights in layers. The averages are over 4000, 1000, 100 and 12 independent samples, and the uncertainty is one standard error.
\begin{center}
\begin{tabular}{rrrr}
$t$ (s) & $vt$ & mean height & ratio to $vt$\\
25 & 10 & $8.71\pm0.02$ & 0.871\\
100 & 40 & $37.94\pm0.07$ & 0.949\\
400 & 160 & $156.7\pm0.4$ & 0.979\\
1600 & 640 & $636.8\pm1.6$ & 0.995
\end{tabular}
\end{center}
At $t=0.5$ s, an average over 100\,000 samples gave 0.0199 layers, against $Gct^2=0.02\times4\times0.25=0.0200$.

The ratio rises towards one. The height lags behind $vt$ by 1.3, 2.1 and 3.3 layers at the first three times; at the last time the lag is $3.2\pm1.6$ layers, too uncertain to judge from 12 samples. The lag does keep growing. The first three values increase by a factor of about $1.6\approx4^{1/3}$ for each fourfold increase of $t$, and the exact distribution of the longest chain, not derived here, gives a lag close to $0.60\,(vt)^{1/3}$ layers. At $t=1600$ s this is 5.2 layers, a ratio of 0.992, about 1.3 standard errors from the simulated value. The bound \eqref{eq:linebound} limits the distance from $vt\,R(2vt)$, which by \eqref{eq:limits} with $\rho L=vt$ lies only about $1/4$ layer below $vt$. The simulated heights are well inside this bound, whose right-hand side is 6.3 layers at $t=25$ s and 51 layers at $t=1600$ s. The bound suffices for the limit but is not an estimate of the lag.

For a measurement of $v$, dividing the height by the total time includes the whole lag. A difference between two late times includes only the growth of the lag between them:
\begin{equation}
\frac{156.7-37.9}{400-100}\ \mathrm{s^{-1}}=0.396\ \text{layers/s},
\end{equation}
which is 1 per cent below $v$, whereas the height at 400 s divided by 400 s is 2 per cent below.

\subsection{Conditions of use}

A ring of fixed length has a long-time velocity below $v$. On a periodic ring the infinite-film argument holds up to $t=L/(2c)$. At long times the velocity is $v_L$, which for large $\rho L$ is lower than $v$ by the fraction $1/(4\rho L)$. By this estimate the deficit is about 1 per cent at $\rho L=25$, or $L=500$ nm in the example, and smaller on longer rings.

A mean tilt changes the velocity. Suppose the height rises by $mL$ round the ring, so that the numbers of up-steps and down-steps obey $n_u-n_d=mL$. The balance of nucleation and annihilation is unchanged, and the stationary weight is proportional to $(\rho L)^{n_u+n_d}/(n_u!\,n_d!)$. Adding one pair multiplies it by $(\rho L)^2/[(n_u+1)(n_d+1)]$. For large $L$ the weight is therefore sharply peaked where the densities $u=n_u/L$ and $d=n_d/L$ satisfy $ud=\rho^2$. Since $u-d=m$, the velocity is
\begin{equation}
c(u+d)=c\sqrt{(u-d)^2+4ud}=\sqrt{c^2m^2+2Gc}.
\end{equation}
The value $\sqrt{2Gc}$ belongs to $m=0$ and is the minimum over all tilts.

The derivation also uses constant $G$ and $c$, independent nuclei and continuous positions. It does not apply as it stands if nucleation depends on terrace width, if step speed depends on neighbouring steps, if islands can shrink, or if the step spacing is comparable with the lattice constant. It also belongs to one lateral dimension only: on a two-dimensional surface $G$ is a rate per area, and dimensional analysis gives a velocity proportional to $(Gc^2)^{1/3}$ instead.
